\section*{Why Supercell Cost Grows Quadratically, Then Cubically, at Fixed k-Point Spacing}

\section{The question}

An electronic-structure program uses dense linear algebra, so its work for one k-point grows as the cube of the number of atoms $N$. A crystal cell is replaced by larger and larger supercells, while the spacing of the k-points is held fixed. Why does the total work not follow the cubic law from the start, and what decides where that law takes over?

Here ``cost'' means the number of arithmetic operations in one pass through all k-points. It is not a time in seconds, which also depends on the machine. The number of passes needed for self-consistency is held fixed. Formulas use Hartree atomic units where units matter; the example is given in nanometres and electronvolts.

\section{The mechanism: merging blocks of one periodic crystal}

Take a cubic reference cell with edge $a$ and $N_0$ atoms, sampled by an $n_0\times n_0\times n_0$ mesh that contains $\Gamma$, the point $\mathbf k=0$. Along one axis the mesh points are
\begin{equation}
k_j=\frac{2\pi j}{n_0a},\qquad j=0,\dots,n_0-1 .
\end{equation}
Each Bloch phase satisfies $e^{ik_jn_0a}=e^{2\pi ij}=1$. The sampled states are therefore the states of a finite block of crystal, $n_0$ cells long on each side, with periodic boundaries. This block contains
\begin{equation}
N_*=N_0n_0^3
\end{equation}
atoms. Translation symmetry splits its large Hamiltonian matrix into $n_0^3$ independent smaller matrices, one for each k-point.

Now describe the same block with a supercell of edge $La$, where $L$ divides $n_0$. Fewer translations are used, so fewer and larger matrices result. Their number is $N_k$, each describes $N$ atoms, and together they still describe the whole block:
\begin{equation}
N_kN=N_* .
\label{eq:block}
\end{equation}
Enlarging the supercell merges small matrices into larger ones. It does not yet enlarge the block of crystal being described. When $N=N_*$, one matrix holds the entire block and there is nothing left to merge. A still larger supercell makes the block itself larger, and the full cubic price is paid.

The merging can be followed state by state. A supercell state has a phase $e^{iKLa}$ over the length $La$. A reference-cell state with wave number $k$ has the same phase if
\begin{equation}
k=K+\frac{2\pi l}{La},\qquad l=0,\dots,L-1 .
\end{equation}
With $m$ divisions in the supercell mesh, $K=2\pi i/(mLa)$ for $i=0,\dots,m-1$, and so
\begin{equation}
k=\frac{2\pi(i+ml)}{mLa}.
\end{equation}
The integer $i+ml$ takes each value from $0$ to $Lm-1$ once. A supercell with $m$ divisions thus contains the states of the reference cell with $Lm$ divisions. If $Lm=n_0$, the energy per atom is unchanged.

This equality holds for an undistorted crystal. A defect or a displacement of atoms changes the states, but the same choice $m=n_0/L$ still holds the k-point spacing fixed.

\section{The cubic price of one matrix}

The source of the cubic law can be seen in the Householder method, which brings a Hermitian $D\times D$ matrix to tridiagonal form. Let $x$ be the part of the first column below the diagonal, with first component $x_1=|x_1|e^{i\phi}$, and let $e_1$ be the first unit vector. Define
\begin{equation}
v=x+e^{i\phi}|x|e_1 .
\end{equation}
Then $v^\dagger v=2|x|(|x|+|x_1|)$ and $v^\dagger x=|x|(|x|+|x_1|)=v^\dagger v/2$. The reflection $1-2vv^\dagger/(v^\dagger v)$ sends $x$ to $x-v=-e^{i\phi}|x|e_1$, so the column has one entry left below the diagonal.

Scale $v$ to a vector $u$ with $u^\dagger u=2$, so that the reflection is $1-uu^\dagger$. Let $B$ be the remaining $m\times m$ block, and set $p=Bu$ and $\kappa=u^\dagger p$. Multiplying out gives
\begin{align}
(1-uu^\dagger)B(1-uu^\dagger)
&=B-up^\dagger-pu^\dagger+\kappa uu^\dagger\nonumber\\
&=B-uw^\dagger-wu^\dagger,\qquad w=p-\tfrac12\kappa u .
\end{align}
The product $Bu$ takes $m^2$ multiply-adds and the two outer products take $2m^2$. The norm, the scaling, $\kappa$ and $w$ take about $m$ each. Summing over all block sizes,
\begin{align}
W(D)&=\sum_{m=1}^{D-1}(3m^2+4m)\nonumber\\
&=\frac{(D-1)D(2D-1)}{2}+2D(D-1)\nonumber\\
&=D^3+\frac{D^2}{2}-\frac{3D}{2}.
\label{eq:W}
\end{align}
The cube arises because about $D$ steps each treat a block with up to $D^2$ entries. This count updates the full block; updating only one triangle of the Hermitian matrix lowers the leading term to $2D^3/3$. The eigenvalues of the tridiagonal matrix need further work of order $D^2$, and the eigenvectors further work of order $D^3$; neither is counted here. With a fixed number of orbitals per atom, $D\propto N$, and the leading cost per k-point is $cN^3$ with a constant $c$.

\section{The total cost}

\subsection{Growth in all three directions}

For a uniform supercell $N=N_0L^3$. While $L$ divides $n_0$,
\begin{equation}
N_k=\left(\frac{n_0}{L}\right)^3=\frac{N_0n_0^3}{N}=\frac{N_*}{N},
\end{equation}
in agreement with Eq.~\eqref{eq:block}. The total cost is
\begin{equation}
C=N_k\,cN^3=\frac{N_*}{N}\,cN^3=cN_*N^2 .
\end{equation}
One of the three factors of $N$ is cancelled by the thinning of the mesh. But $N_k$ cannot be less than one. If the rounding of mesh divisions is ignored for the moment, both regimes are contained in
\begin{equation}
C=cN^3\max\!\left(1,\frac{N_*}{N}\right)=cN^2\max(N,N_*) .
\label{eq:C}
\end{equation}
The two branches meet at $C=cN_*^3$. The cost does not jump there; its slope on a double logarithmic plot changes from 2 to 3. In terms of the k-point spacing $\Delta k=2\pi/(n_0a)$, the change comes when the supercell edge reaches
\begin{equation}
\Lambda=n_0a=\frac{2\pi}{\Delta k}.
\end{equation}
Halving the spacing doubles $\Lambda$ and multiplies $N_*$ by eight. A calculation that needs a fine mesh therefore stays in the quadratic regime up to larger cells, but its cost there has a larger prefactor.

\subsection{Mesh divisions are integers}

If $L$ does not divide $n_0$, the spacing can be kept no coarser than requested by taking $m=\lceil n_0/L\rceil$, the next integer upwards. Put $y=n_0/L$. Relative to the ideal number $y^3$, the number of k-points is too large by the factor $(\lceil y\rceil/y)^3$. For $y>1$ let $\lceil y\rceil=q\ge2$. Since $y>q-1$,
\begin{equation}
\left(\frac{\lceil y\rceil}{y}\right)^3<\left(\frac{q}{q-1}\right)^3\le 8 .
\end{equation}
Since $L$ is an integer, the largest factor below $\Lambda$ occurs at $L=n_0-1$ and equals $8(1-1/n_0)^3$. This is 3.375 for $n_0=4$ and comes close to 8 only for large $n_0$. Between two changes of the mesh, $N_k$ is constant and the cost grows cubically. The quadratic law joins the sizes at which the mesh divides evenly; it is not the local slope between them. The last step, from $L=n_0-1$ to $L=n_0$, changes the cost by about $[n_0/(n_0-1)]^9/8$, which is below one for $n_0\ge5$: there the larger cell is the cheaper one.

\subsection{Growth in one direction}

Now lengthen the cell along $x$ only, so that $N=N_0L$. The other two directions keep their $n_0^2$ mesh points:
\begin{equation}
N_k=n_0^2\max\!\left(1,\frac{n_0}{L}\right).
\end{equation}
For $L\le n_0$ this is again $N_*/N$, and the cost is $cN_*N^2$. For $L\ge n_0$ it is $cn_0^2N^3$. Cubic growth has returned although $n_0^2$ k-points remain. A single remaining k-point is thus the right criterion for uniform growth of this cubic cell. The general criterion is a single mesh division along each direction that is being enlarged.

\subsection{Symmetry and real arithmetic}

Without magnetism, time reversal gives $\mathbf k$ and $-\mathbf k$ the same energies, with or without spin-orbit coupling, so one of each pair can be skipped. On a mesh with even $n_0$, a point is its own partner if each component is $0$ or half a reciprocal vector. There are $2^3=8$ such points, which leaves $(n_0^3+8)/2$ points to calculate.

At these eight points all Bloch phases across the cell boundary are $\pm1$. In a basis of real orbitals, and without spin-orbit coupling, the matrix is then real. A real multiplication replaces a complex one, which consists of four real multiplications. Take as the unit the work for one real matrix of the cell in question; the unit itself still grows as $N^3$ from cell to cell. For a large mesh, half the points at four units each cost about $2N_k$ units, whereas $\Gamma$ alone costs one unit. The pairing is lost on the way to a single point, but the gain from real arithmetic outweighs it by a factor of two. This count takes the matrices at all other points to be complex. If the cell has an inversion centre, a suitable basis makes the matrix real at every $\mathbf k$; a program that uses it pays one unit per calculated point, and only the loss of the pairing remains. This changes prefactors and the growth between small meshes. It does not change the powers 2 and 3, because each saving is bounded by a constant.

\section{The numbers}

\subsection{A rocksalt supercell}

The reference cell has 8 atoms in the rocksalt arrangement and an edge of 0.65 nm, a rough value for PbTe. The mesh is $4\times4\times4$. Hence
\begin{align}
\Lambda&=4\times0.65\ \text{nm}=2.60\ \text{nm},\\
\Delta k&=\frac{2\pi}{2.60\ \text{nm}}=2.417\ \text{nm}^{-1},\\
N_*&=8\times4^3=512 .
\end{align}

For an actual diagonalization, each atom carries one orbital. The site energies are $\pm\Delta$ with $\Delta=0.5$ eV on the two kinds of atom, and the hopping amplitude between nearest neighbours is $-t$ with $t=0.5$ eV. These are round model values, not a description of the PbTe bands. If $\theta_x,\theta_y,\theta_z$ are the Bloch phases between neighbouring sites, the two kinds of site are coupled by $\varepsilon=-2t(\cos\theta_x+\cos\theta_y+\cos\theta_z)$. The $2\times2$ matrix with diagonal $\pm\Delta$ and off-diagonal $\varepsilon$ has eigenvalues $\pm\sqrt{\Delta^2+\varepsilon^2}$. The lower band is filled with two electrons per state, and there is one lower state for two atoms. The energy per atom is therefore the mesh average of $-\sqrt{\Delta^2+\varepsilon^2}$.

Supercells of 8, 64 and 512 atoms, with meshes $4^3$, $2^3$ and $1^3$, all give $-1.172741$ eV per atom. Direct diagonalization of each supercell also agrees with the Bloch average. The reduction of the mesh has lost nothing.

Equation~\eqref{eq:W} gives 532 multiply-adds for $D=8$ and 264\,096 for $D=64$. The first enlargement, from 8 to 64 atoms, changes the cost by
\begin{equation}
\frac{8\times264\,096}{64\times532}=62.05,
\qquad
\frac{\ln62.05}{\ln8}=1.985 .
\end{equation}
The quadratic law predicts $8^2=64$. The small deficit comes from the lower-order terms in Eq.~\eqref{eq:W}, which weigh more in the smaller matrix. It is small only because the reduction alone is counted. At $D=8$ the uncounted work for the tridiagonal eigenvalues is more than half as large as $W$; adding it, for a standard QL iteration, lowers this factor to about 42 and the exponent to about 1.8. From 64 to 512 atoms the factor is 63.59 and the exponent 1.997. From 512 to 1000 atoms no k-point can be removed, and the exponent is 2.999.

A control calculation shows that the mesh is responsible. If the 64-atom cell keeps its $4^3$ mesh, the first enlargement costs a factor of 496.4 instead of 62.05, with an exponent of 2.985. The extra work buys a finer sampling, equivalent to an $8^3$ mesh in the reference cell.

The 216-atom cell has $L=3$ and $4/3$ ideal divisions per direction, rounded up to 2. It uses 8 k-points instead of the ideal 2.37, an excess factor of 3.375. Going from 64 to 216 atoms at an unchanged mesh gives the cubic exponent 2.996. The next step, to 512 atoms, costs only a factor of 1.66, since to leading order
\begin{equation}
\frac{(512/216)^3}{8}\approx1.66 .
\end{equation}
The work for one matrix grows by a factor of about 13.3, and the drop from eight k-points to one offsets a factor of 8 of this. The two cells do not have equal sampling, however. The 216-atom cell corresponds to a $6^3$ reference mesh, with an error of 0.02 meV per atom relative to a dense mesh. The 512-atom cell corresponds to $4^3$, with an error of 0.40 meV per atom. Both errors belong to this model.

Lengthening the cell along one axis gives exponents of 1.981 and 1.984 up to 32 atoms. The next two doublings give 2.990 and 2.995, with 16 k-points still present. This is the earlier return of cubic growth derived above.

With time reversal, the $4^3$ mesh has $(64+8)/2=36$ points, of which 8 have real and 28 have complex matrices when the Bloch phases are placed on the cell boundary. The work is $8+4\times28=120$ units, against 8 units for the $2^3$ mesh, whose points are all real. The growth from 8 to 64 atoms then falls from 62.05 to 33.09. The following step keeps its factor of 63.59, because both meshes in it are already fully real. This rocksalt crystal has an inversion centre, so the 28 complex matrices can also be made real by a change of basis. The work is then 36 units, and the growth from 8 to 64 atoms is about 110, an exponent of 2.26, instead of 33.09, an exponent of 1.68. An exponent fitted to small cells can thus lie below or above 2 for reasons unrelated to the limiting law.

\subsection{When the cubic term does not yet dominate}

A plane-wave program also performs Fourier transforms. Their share can be estimated for the same cell with a cutoff of 400 eV. The number of plane waves is the volume of a sphere of radius $k_c=\sqrt{2E_c}$ divided by the volume $(2\pi)^3/\Omega$ per wave vector:
\begin{equation}
N_{\rm pw}=\frac{4\pi k_c^3}{3}\frac{\Omega}{(2\pi)^3}
=\frac{\Omega k_c^3}{6\pi^2},
\end{equation}
where $\Omega$ is the supercell volume. This gives about 624 per atom. The density contains wave vectors up to $2k_c$, so the transform grid spans $4k_c$ in each direction. It has $G=\Omega(4k_c/2\pi)^3$ points, about 9530 per atom.

Lead contributes 4 and tellurium 6 valence electrons, which fill 5 bands per pair, or 2.5 per atom. Let $N_b$ be the number of bands. Assume three dense products per pass, each with $8N_b^2N_{\rm pw}$ real operations, and two transforms per band, each with $5G\log_2G$. The two kinds of work are equal when
\begin{equation}
24N_b^2N_{\rm pw}=10N_bG\log_2G .
\end{equation}
Since $G/N_{\rm pw}=48/\pi$, this becomes
\begin{equation}
N_b=\frac{20}{\pi}\log_2G .
\end{equation}
With $N_b=2.5N$ the solution is $N\approx48$ atoms.

The dense work varies as $N^3$ and the transforms as $N^2\ln G$, with $G\propto N$. Let $s$ be the dense share of the work. The logarithmic slope of a sum is the average of the slopes of its terms, weighted by their shares. Subtracting one for the falling number of k-points gives
\begin{align}
\frac{d\ln C}{d\ln N}
&=3s+(1-s)\left(2+\frac1{\ln G}\right)-1\nonumber\\
&=2s+(1-s)\left(1+\frac1{\ln G}\right),\qquad N<N_* .
\end{align}
Here $N_k$ is treated as continuous. For $N>N_*$ the subtraction of one is absent. The estimated exponent is 1.2 at 8 atoms, 1.6 at 64, 1.8 at 256 and 2.9 at 1000. The words ``quadratic'' and ``cubic'' describe limits that require dense algebra to dominate. The jump of one in the exponent at $N_*$ does not require this, because it comes from the k-points alone.

\subsection{What carries over to PbTe}

The cell edge, the atom count and the valence electrons are those of PbTe, at the rough level stated. The model gap, $2\Delta=1$ eV, is well above the real one of roughly 0.3 eV at room temperature, so the mesh errors above should not be used to choose a mesh for PbTe. If convergence required $8^3$ points in the 8-atom cell, a single k-point would suffice only from 5.2 nm and 4096 atoms onwards. PbTe also breaks the assumption that spin-orbit coupling is absent, since this coupling is strong for lead. Including it doubles the matrix dimension, and doubling the dimension from 64 to 128 raises the counted work by a factor of 7.97. The matrix at $\Gamma$ is then in general complex, which can cost up to another factor of four in real multiplications. These factors raise the cost but leave $N_*$ and the two limiting powers in place. The plane-wave crossover is less firm: it leaves out projectors, subspace diagonalization and communication, and it moves with the number of bands: with the lead $5d$ electrons in the valence, 5 bands per atom, it falls to about 23 atoms. The complete set of values is in the numerical output.

For planning a series of uniform supercells under these conditions, the useful length is $\Lambda=2\pi/\Delta k$. Below it, doubling the edge multiplies the dense work by about 64 if the mesh can be halved, all its points are calculated, and real and complex matrices are counted alike. Above it, the same doubling multiplies the work by about 512. Programs that skip symmetry-equivalent k-points can depart strongly from the factor of 64, and the departure fades only slowly as the mesh is refined. With full cubic symmetry, for example, a $4^3$ mesh has 10 inequivalent points and a $2^3$ mesh has 4, so the factor is $512\times4/10\approx205$. The $8^3$ and $16^3$ meshes have 35 and 165 such points, which gives about 146 for $8^3\to4^3$ and 109 for $16^3\to8^3$. For such a program, the number of k-points actually calculated should be used in place of $N_k$.

\section*{Computed results}
\begin{verbatim}
reference cell: 8 atoms, edge 0.65 nm, mesh 4^3
model: site energies +/-0.5 eV, hopping 0.5 eV
k-point spacing: 2.417 1/nm
edge at which one k-point suffices: 2.60 nm
atoms at which one k-point suffices: 512
uniform growth: atoms, edge, mesh, k-points, multiply-adds, energy
     8  0.65 nm  4^3  64  3.4048e+04  -1.172741 eV/atom
    64  1.30 nm  2^3   8  2.1128e+06  -1.172741 eV/atom
   216  1.95 nm  2^3   8  8.0806e+07  -1.173124 eV/atom
   512  2.60 nm  1^3   1  1.3435e+08  -1.172741 eV/atom
  1000  3.25 nm  1^3   1  1.0005e+09  -1.173240 eV/atom
cost ratio 8 -> 64 atoms: 62.053, exponent 1.985
cost ratio 64 -> 512 atoms: 63.589, exponent 1.997
cost ratio 64 -> 216 atoms: 38.246, exponent 2.996
cost ratio 216 -> 512 atoms: 1.663, exponent 0.589
cost ratio 512 -> 1000 atoms: 7.447, exponent 2.999
mesh kept at 4^3, 8 -> 64 atoms: cost ratio 496.4, exponent 2.985
ideal k-point number at 216 atoms: 2.370
excess of k-points at 216 atoms: factor 3.375
largest excess found in scan: factor 7.998
growth along one axis: atoms, k-points, multiply-adds
    8  64  3.4048e+04
   16  32  1.3440e+05
   32  16  5.3171e+05
   64  16  4.2255e+06
  128  16  3.3682e+07
one-axis exponent 8 -> 16 atoms: 1.981
one-axis exponent 16 -> 32 atoms: 1.984
one-axis exponent 32 -> 64 atoms: 2.990
one-axis exponent 64 -> 128 atoms: 2.995
k-points of 4^3 mesh after time reversal: 36
real multiplications, 8 atoms, full mesh: 1.2342e+05, reduced: 6.3840e+04
cost ratio with both savings, 8 -> 64: 33.09, 64 -> 512: 63.59
cost factor for doubled matrix dimension: 7.971
k-mesh error, effective mesh 4^3: 0.4035 meV/atom
k-mesh error, effective mesh 5^3: -0.0961 meV/atom
k-mesh error, effective mesh 6^3: 0.0199 meV/atom
shift of dense reference, 24^3 -> 48^3: 1.3e-11 meV/atom
plane waves per atom at 400 eV: 623.6; bands per atom: 2.5
plane waves in 64-atom cell: counted 39847, formula 39910
Fourier grid points per atom: 9528
dense work equals Fourier work at 47.9 atoms
plane-wave estimate, 8 atoms: dense share 0.162, local exponent 1.237
plane-wave estimate, 64 atoms: dense share 0.567, local exponent 1.599
plane-wave estimate, 256 atoms: dense share 0.826, local exponent 1.838
plane-wave estimate, 1000 atoms: dense share 0.944, local exponent 2.948
\end{verbatim}
